# Quartet terms of f³ and the spectrum of Nd³⁺

**Question**

I am working on the quartets of the configuration $f^3$. The exercise says that they lie at $-21E^3$ (${}^4I$), $0$ (${}^4S$ and ${}^4F$), $12E^3$ (${}^4G$) and $33E^3$ (${}^4D$), and it asks for a comparison with Nd³⁺. The parameters given are

$$E^0=F_0-10F_2-33F_4-286F_6,\qquad E^3=\tfrac13(5F_2+6F_4-91F_6),$$

with $F_0=F^0$, $F_2=F^2/225$, $F_4=F^4/1089$, $F_6=25F^6/184041$, where $F^k$ are the Slater integrals.

I can write the energy of a determinant in terms of the $F^k$, but then I have three independent splitting integrals and do not see why one combination should be enough. I also don't know what the energy "0" refers to, since the ground level of the ion is not ${}^4S$ or ${}^4F$. And if those two terms coincide, why are ${}^4F_{3/2}$ and ${}^4S_{3/2}$ separate levels in Nd³⁺?

**Answer**

The zero of that list is $3E^0$, on top of the energy common to the whole configuration (one-electron energies and the interaction with closed shells). The statement concerns one configuration $f^3$ with Coulomb repulsion and no spin-orbit coupling. Under those conditions it holds for any radial function. I use atomic units in the algebra.

**1. Reduce the problem to pairs**

Every quartet has a component with $M_S=3/2$, in which all spins are up. Conversely, three spins with $M_S=3/2$ must have $S=3/2$. So it suffices to put three up-spin electrons into three different orbitals $m=3,2,\dots,-3$, which gives $\binom73=35$ determinants.

The diagonal energy of a determinant is the sum of $J-K$ over its three pairs. Expanding $1/r_{12}$ in Legendre polynomials and using the addition theorem gives, for parallel spins,

$$J-K=\sum_{k=0,2,4,6}F^k\left[c^k(m,m)\,c^k(m',m')-c^k(m,m')^2\right],$$

$$c^k(m,m')=\int Y_{3m}^*\,C_{k,m-m'}\,Y_{3m'}\,d\Omega,\qquad C_{kq}=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}.$$

Odd $k$ vanish by parity, and $k>6$ by the triangle rule. For $k=0$ the bracket is 1, because $m\ne m'$. Let $j_k$ be the coefficient of $F_k$ (lower index) in $J-K$. The claim to prove is that one number $w(m,m')$ fixes all of them:

$$J-K=E^0+w(m,m')\,E^3 .$$

By the definitions of $E^0$ and $E^3$ this means

$$j_2=-10+\tfrac53w,\qquad j_4=-33+2w,\qquad j_6=-286-\tfrac{91}{3}w. \tag{1}$$

**2. The coefficients for $k=2$**

Within the $l=3$ shell, the Wigner–Eckart theorem makes $C_{2q}$ proportional to the rank-2 tensor built from $\mathbf l$:

$$C_{20}\to\kappa(3l_z^2-12),\quad C_{2,\pm1}\to\mp\kappa\sqrt{\tfrac32}(l_zl_\pm+l_\pm l_z),\quad C_{2,\pm2}\to\kappa\sqrt{\tfrac32}\,l_\pm^2 .$$

The state $m=3$ fixes $\kappa$. Its density is proportional to $(1-x^2)^3$ with $x=\cos\theta$, so $\langle x^2\rangle=1/9$ and $\langle P_2\rangle=\frac12(\frac39-1)=-\frac13$. This must equal $\kappa(27-12)$, hence $\kappa=-1/45$. Then $c^2(m,m)=(4-m^2)/15$, and the direct part of $j_2$ is

$$J_2=(4-m^2)(4-m'^2).$$

For the exchange part I use $l_+|m\rangle=\sqrt{12-m(m+1)}\,|m+1\rangle$ and the prefactor $225\cdot\frac32/45^2=\frac16$:

$$K_2(m+1,m)=\tfrac16(2m+1)^2\,[12-m(m+1)],$$

$$K_2(m+2,m)=\tfrac16[12-m(m+1)]\,[12-(m+1)(m+2)].$$

$K_2$ vanishes if the two $m$ differ by more than 2. For example, the pair $(3,2)$ has $J_2=(-5)(0)=0$ and $K_2=\frac16\cdot25\cdot6=25$.

**3. The coefficients for $k=6$**

Here $k=2l$ is the largest possible coupling, which makes the integrals simple. A state $|3,m\rangle$ can be represented as the symmetric state of six spins ½ with $3+m$ of them up. Coupling two such groups to $L=6$ gives the symmetric state of all twelve, a uniform superposition of arrangements. Counting arrangements gives the squared coupling coefficient

$$\langle3\,m\,3\,{-m'}|6\,M\rangle^2=\frac{\binom{6}{3+m}\binom{6}{3+m'}}{\binom{12}{6+M}},\qquad M=m-m'.$$

I used $\binom{6}{3-m'}=\binom{6}{3+m'}$. The integral $c^6(m,m')$ is proportional to this coefficient, times $(-1)^{m'}$ from $Y^*_{3m'}=(-1)^{m'}Y_{3,-m'}$.

One integral sets the scale. With $|Y_{3,\pm3}|=\sqrt{35/64\pi}\,\sin^3\theta$ and $|C_{66}|=\frac{\sqrt{231}}{32}\sin^6\theta$,

$$|c^6(3,-3)|=\frac{35}{32}\cdot\frac{\sqrt{231}}{32}\int_{-1}^{1}(1-x^2)^6dx=\frac{35}{32}\cdot\frac{\sqrt{231}}{32}\cdot\frac{2048}{3003}=\frac{10\sqrt{231}}{429}.$$

Its square times $184041/25$ is 924, so

$$K_6=924\,\frac{\binom{6}{3+m}\binom{6}{3+m'}}{\binom{12}{6+m-m'}},\qquad J_6=(-1)^{m+m'}\binom{6}{3+m}\binom{6}{3+m'} .$$

These formulas give the following table. Reversing the signs of both $m$ and $m'$ changes nothing, so twelve rows cover all 21 pairs.

| $m,m'$ | $j_2=J_2-K_2$ | $j_6=J_6-K_6$ | $w$ |
|---|---|---|---|
| 3, 2 | 0−25 | −6−7 | −9 |
| 3, 1 | −15−10 | 15−28 | −9 |
| 3, 0 | −20−0 | −20−84 | −6 |
| 3, −1 | −15−0 | 15−210 | −3 |
| 3, −2 | 0−0 | −6−462 | 6 |
| 3, −3 | 25−0 | 1−924 | 21 |
| 2, 1 | 0−15 | −90−105 | −3 |
| 2, 0 | 0−20 | 120−224 | −6 |
| 2, −1 | 0−0 | −90−378 | 6 |
| 2, −2 | 0−0 | 36−504 | 6 |
| 1, 0 | 12−2 | −300−350 | 12 |
| 1, −1 | 9−24 | 225−420 | −3 |

The last column is $w=\frac35(j_2+10)$. In each row the same $w$ reproduces $j_6$ through (1): for $(3,2)$, $-286+273=-13$; for $(1,0)$, $-286-364=-650$.

**4. The coefficients for $k=4$ from a contact force**

The remaining column needs no new integrals. The angular coefficients do not depend on the radial form of the interaction, so consider a repulsion proportional to $\delta(\mathbf r_1-\mathbf r_2)$. Its Legendre expansion has weights $2k+1$ with a common radial factor, so $F^k=(2k+1)F^0$. Two electrons with parallel spins have an antisymmetric spatial function, which vanishes where they meet. Therefore $J-K=0$:

$$1+\frac{5}{225}j_2+\frac{9}{1089}j_4+\frac{13\cdot25}{184041}j_6
=1+\frac{j_2}{45}+\frac{j_4}{121}+\frac{25\,j_6}{14157}=0 .$$

Multiply by 121 and insert $j_2$ and $j_6$ from (1):

$$j_4=-121-\frac{121}{45}\left(-10+\frac{5w}{3}\right)-\frac{25}{117}\left(-286-\frac{91w}{3}\right).$$

The constants are $-121+\frac{242}{9}+\frac{550}{9}=-33$. The coefficient of $w$ is $-\frac{121}{27}+\frac{175}{27}=2$. So $j_4=-33+2w$, which completes (1).

This answers your first difficulty: for parallel spins the three splitting integrals always enter through the same two combinations, $E^0$ and $E^3$. The contact force is also a useful limiting case. For it $E^0=E^3=0$, and all the quartets have zero repulsion energy.

**5. From pairs to terms**

The determinants with $M_L=6,5,\dots,0$ number $1,1,2,3,4,4,5$. A term $L$ contributes one state to each $M_L$ with $|M_L|\le L$, so the number of terms with a given $L$ is the count at $M_L=L$ minus the count at $M_L=L+1$. This gives one each of $I,G,F,D,S$, and no $H$ or $P$.

Determinants with the same $M_L$ can mix, but the trace of the energy matrix does not depend on the basis. At fixed $M_L$ it equals the sum of the energies of all terms with $L\ge M_L$. Write a term energy as $3E^0+eE^3$; the $3E^0$ comes from the three pairs. The sums of $w$ are then as follows.

For $M_L=6$ there is one determinant, $(3,2,1)$:

$$e(I)=w(3,2)+w(3,1)+w(2,1)=-9-9-3=-21 .$$

For $M_L=4$:

- $(3,2,-1)$: $-9-3+6=-6$
- $(3,1,0)$: $-9-6+12=-3$

The trace is $-9=e(I)+e(G)$, so $e(G)=-9+21=12$.

For $M_L=3$:

- $(3,2,-2)$: $-9+6+6=3$
- $(3,1,-1)$: $-9-3-3=-15$
- $(2,1,0)$: $-3-6+12=3$

The trace is again $-9$. Since $I$ and $G$ already supply $-9$, $e(F)=0$.

For $M_L=2$:

- $(3,2,-3)$: $-9+21+6=18$
- $(3,1,-2)$: $-9+6+6=3$
- $(3,0,-1)$: $-6-3+12=3$
- $(2,1,-1)$: $-3+6-3=0$

The trace is 24, and $e(D)=24-(-9)=33$.

For $M_L=0$:

- $(3,0,-3)$: $-6+21-6=9$
- $(2,0,-2)$: $-6+6-6=-6$
- $(1,0,-1)$: $12-3+12=21$
- $(3,-1,-2)$: $-3+6-3=0$, and its mirror image $(2,1,-3)$ also gives 0

The trace is 24, which $I,G,F,D$ already supply, so $e(S)=0$.

Thus

$$\boxed{E=3E^0+eE^3,\quad e=-21\,({}^4I),\;0\,({}^4S,{}^4F),\;12\,({}^4G),\;33\,({}^4D)}$$

The $M_L=1$ determinants provide a check. They are $(3,1,-3)$, $(3,0,-2)$, $(2,1,-2)$ and $(2,0,-1)$, with sums $9,-6,9,12$. Their trace is 24, as required if there is no $P$ term.

The meaning of "0" follows from the weighted sum

$$\sum_L(2L+1)e=13(-21)+9(12)+5(33)+7(0)+1(0)=0 .$$

So $3E^0$ is the mean Coulomb energy of the quartet states. The term ${}^4I$ is the lowest quartet because $E^3>0$ for Coulomb repulsion with any radial function. To see this, write $3E^3=\frac{F^2}{45}+\frac{2F^4}{363}-\frac{175F^6}{14157}$. The factor $r_<^k/r_>^{k+1}$ in the Slater integrals does not increase with $k$, so $F^2\ge F^6>0$. Since $\frac1{45}>\frac{175}{14157}$, the first term alone outweighs the negative one.

The two-electron case shows where the parameter comes from. The same trace rule applied to pairs gives $-9$ for ${}^3H$. At $M_L=3$ the trace is $w(3,0)+w(2,1)=-9$, so ${}^3F$ is at 0. At $M_L=1$ it is $w(3,-2)+w(2,-1)+w(1,0)=24$, so ${}^3P$ is at 33. Hence $E^3$ is one ninth of the ${}^3F$–${}^3H$ separation in $f^2$.

Rotational symmetry alone does not force ${}^4S$ and ${}^4F$ to coincide. Adding a rotationally invariant term $\alpha\mathbf L^2$, which contains the pair operators $2\alpha\,\mathbf l_i\cdot\mathbf l_j$, would shift ${}^4F$ by $12\alpha$ and leave ${}^4S$ in place. The degeneracy holds for any values of the $F^k$, hence for any spin-independent pair force that depends only on $r_{12}$, within one $f^3$ configuration. Configuration mixing can remove it.

**6. What spin-orbit coupling does**

A measured spectrum has its zero at the ground level ${}^4I_{9/2}$ and contains levels of definite $J$. Add $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Within one term this acts as $\lambda\,\mathbf L\cdot\mathbf S$. To find $\lambda$, take all spins up: the diagonal value of the first operator is $\frac12\zeta M_L$, and that of the second is $\frac32\lambda M_L$. Hence $\lambda=\zeta/3$, and the first-order shift is

$$\Delta=\frac{\zeta}{6}\left[J(J+1)-L(L+1)-\tfrac{15}{4}\right].$$

Because ${}^4F$ and ${}^4S$ are degenerate, first order could also involve a matrix element between ${}^4F_{3/2}$ and ${}^4S_{3/2}$. It vanishes: the spin-orbit operator is a vector in orbital space and cannot connect $L=3$ with $L=0$.

For ${}^4I_{9/2}$ the bracket is $24.75-42-3.75=-21$, so $\Delta=-\frac72\zeta$. The same formula gives $-2\zeta$ for ${}^4F_{3/2}$, $0$ for ${}^4S_{3/2}$, $-\frac52\zeta$ for ${}^4G_{5/2}$ and $-\zeta$ for ${}^4D_{3/2}$. Measured from the ground level, to first order in $\zeta$:

- ${}^4F_{3/2}$: $21E^3+\frac32\zeta$
- ${}^4S_{3/2}$: $21E^3+\frac72\zeta$
- ${}^4G_{5/2}$: $33E^3+\zeta$
- ${}^4D_{3/2}$: $54E^3+\frac52\zeta$

This resolves your last question. The Coulomb energies of $F$ and $S$ coincide, but to first order the two $J=3/2$ levels are $2\zeta$ apart.

**7. Numbers for Nd³⁺**

I took the $4f$ orbital of the free ion from non-relativistic Hartree–Fock for the average of the configuration. Its mean radius is 0.476 Å. The integrals are $F_2=0.059537$, $F_4=0.007742$ and $F_6=0.000825$ eV. The last digits depend on the basis: a converged one lowers $F_2$ by about $1\times10^{-5}$ eV and $F_4$ by about $1\times10^{-6}$ eV, which leaves $E^3$ unchanged to three figures. So

$$E^3=\frac{0.29769+0.04645-0.07508}{3}=0.0897\ \text{eV}.$$

It is positive, so ${}^4I$ is the lowest quartet. Without spin-orbit coupling, ${}^4F$ and ${}^4S$ lie $21E^3=1.88$ eV above it, ${}^4G$ lies at $33E^3=2.96$ eV and ${}^4D$ at $54E^3=4.84$ eV.

A central-field estimate, using the charge enclosed within each radius, gives $\zeta=0.144$ eV. To first order ${}^4F_{3/2}$ is then at $1.88+0.22=2.10$ eV. Diagonalizing the complete $f^3$ matrix, which has 41 levels including the doublets, gives 2.07 eV.

The measured levels of Nd³⁺ in crystals are roughly 1.4 eV (${}^4F_{3/2}$), 1.7 eV (${}^4S_{3/2}$), 2.1 eV (${}^4G_{5/2}$) and 3.5 eV (${}^4D_{3/2}$). With the unmodified integrals the complete calculation gives 2.07, 2.37, 3.13 and 5.13 eV. The order is right, but the energies are too high by about 40 to 50 per cent of the measured values.

This calculation leaves out electron correlation, the relativistic change of the orbitals, the crystal, and the contributions of exchange and of magnetic interactions between electrons to $\zeta$. It does not show how much of the error belongs to each.

To test the pattern separately from its scale, multiply all $F^k$ by one factor and keep $\zeta$ fixed. Requiring ${}^4F_{3/2}$ to lie at 1.4 eV gives a factor of 0.65 and $E^3=0.0587$ eV. This factor is an empirical correction. The other three levels were not used to fix it:

| level | first order (eV) | full $f^3$ (eV) | measured, rough (eV) |
|---|---|---|---|
| ${}^4F_{3/2}$ | 1.45 | 1.40 (fitted) | 1.4 |
| ${}^4S_{3/2}$ | 1.74 | 1.71 | 1.7 |
| ${}^4G_{5/2}$ | 2.08 | 2.11 | 2.1 |
| ${}^4D_{3/2}$ | 3.53 | 3.46 | 3.5 |

As an example of the first-order column, ${}^4D_{3/2}$ is at $54(0.0587)+2.5(0.144)=3.17+0.36=3.53$ eV. At the accuracy of the rough values, one repulsion scale and one spin-orbit parameter account for these four levels. They are a poor test of $\zeta$, however. The ground multiplet tests it directly: the scaled calculation puts ${}^4I_{15/2}$ 0.98 eV above ${}^4I_{9/2}$, against roughly 0.74 eV measured. Matching that spacing needs $\zeta\approx0.11$ eV, so the central-field value is about 30 per cent too large. With $\zeta=0.110$ eV and a factor of 0.67 the four levels lie at 1.40, 1.63, 2.11 and 3.46 eV. The predicted $S$–$F$ separation, $2\zeta=0.29$ eV, matches the difference of the rounded values, 0.3 eV, but that is a weak test. The full calculation gives 0.31 eV with $\zeta=0.144$ eV and 0.23 eV with $\zeta=0.110$ eV, and the measured gap, about 0.25 eV, lies between them.

The differences between the first two columns come from spin-orbit mixing of different terms with the same $J$. This mixing also limits the labels. In the scaled calculation the level called ${}^4G_{5/2}$ is 97% that state, and those called ${}^4F_{3/2}$ and ${}^4S_{3/2}$ are each 87%. The level called ${}^4D_{3/2}$ is only 67% ${}^4D_{3/2}$; the rest comes from other $f^3$ states with $J=3/2$. Its energy is still close to the first-order value, but a property that depends on the wave function should not be calculated as if the term were pure. These shares belong to the model and exaggerate the mixing, because $\zeta$ is too large. With $\zeta=0.110$ eV and a factor of 0.67 they become 98% for ${}^4G_{5/2}$, 93% for ${}^4F_{3/2}$ and ${}^4S_{3/2}$, and 75% for ${}^4D_{3/2}$, and they also change with the ratios of the $F^k$.

The term energies in the box were also tested by projecting the three-electron repulsion matrix onto the quartet states of each $L$, for four arbitrary sets of $F^k$. The numerical output below gives the full pair table, including $k=4$, and the energies with more digits.

## Numbers as computed

```
Pair table: m m' | J,K coefficients of F_2; F_4; F_6 | w
 3  2 |     0,  25;   -21,  30;    -6,   7 |   -9
 3  1 |   -15,  10;     3,  54;    15,  28 |   -9
 3  0 |   -20,   0;    18,  63;   -20,  84 |   -6
 3 -1 |   -15,   0;     3,  42;    15, 210 |   -3
 3 -2 |     0,   0;   -21,   0;    -6, 462 |    6
 3 -3 |    25,   0;     9,   0;     1, 924 |   21
 2  1 |    -0,  15;    -7,  32;   -90, 105 |   -3
 2  0 |    -0,  20;   -42,   3;   120, 224 |   -6
 2 -1 |    -0,   0;    -7,  14;   -90, 378 |    6
 2 -2 |     0,   0;    49,  70;    36, 504 |    6
 1  0 |    12,   2;     6,  15;  -300, 350 |   12
 1 -1 |     9,  24;     1,  40;   225, 420 |   -3
Determinant energies minus 3E^0, in units of E^3:
M_L=6: (3, 2, 1):-21
M_L=4: (3, 2, -1):-6 (3, 1, 0):-3
M_L=3: (3, 2, -2):3 (3, 1, -1):-15 (2, 1, 0):3
M_L=2: (3, 2, -3):18 (3, 1, -2):3 (3, 0, -1):3 (2, 1, -1):0
M_L=0: (3, 0, -3):9 (3, -1, -2):0 (2, 1, -3):0 (2, 0, -2):-6 (1, 0, -1):21
Nd3+ Hartree-Fock virial ratio -V/T: 1.999993
mean 4f radius: 0.4755 angstrom
F^2: 13.3958 eV; F_2: 0.059537 eV
F^4: 8.4312 eV; F_4: 0.007742 eV
F^6: 6.0731 eV; F_6: 0.000825 eV
E^3: 0.08969 eV; zeta: 0.14422 eV
Terms above 4I without spin-orbit coupling, Hartree-Fock F^k:
4F: 1.8835 eV
4S: 1.8835 eV
4G: 2.9597 eV
4D: 4.8432 eV
common factor on F^k: 0.6545; scaled E^3: 0.05870 eV
zeta shift coefficient of 4I9/2: -3.5000
Levels above 4I9/2 in eV; first order and full use Hartree-Fock
level | zeta coeff. | first order | full | scaled first order | scaled full | rough input | quartet share (scaled)
4F3/2 | -2.0000 | 2.100 | 2.069 | 1.449 | 1.400 | 1.4 | 0.873
4S3/2 | -0.0000 | 2.388 | 2.374 | 1.737 | 1.712 | 1.7 | 0.868
4G5/2 | -2.5000 | 3.104 | 3.128 | 2.081 | 2.113 | 2.1 | 0.970
4D3/2 | -1.0000 | 5.204 | 5.130 | 3.530 | 3.457 | 3.5 | 0.670
```
